# Local Lindblad baths can drive a false current at equilibrium

**Q:** I model two coupled levels between two reservoirs. Each site has its own Lindblad bath, with gain and loss rates in the thermal ratio for that site's energy. If both reservoirs have the same temperature and chemical potential, the pair must settle into equilibrium with no current. Lindblad form guarantees a proper density matrix, so what could go wrong?

**A:** Your rates would bring each site to equilibrium if the sites were uncoupled. Whether they do so after coupling has to be calculated. Take spinless, noninteracting electrons with

$$H=e_1n_1+e_2n_2+g(c_1^\dagger c_2+c_2^\dagger c_1),\qquad n_j=c_j^\dagger c_j .$$

Bath $j$ adds an electron at rate $\Gamma_jf_j$ and removes one at rate $\Gamma_j(1-f_j)$, with

$$f_j=\frac{1}{e^{(e_j-\mu_j)/kT_j}+1}.$$

I set $\hbar=1$ and quote rates as energies. A positive $J$ is a particle current from site 1 to site 2.

**Q:** Then write down the equations of motion. Four many-body states should not take long.

**A:** We need even less, because the expectation values $G_{ij}=\langle c_j^\dagger c_i\rangle$ form a closed set. A jump operator $A$ with rate $r$ contributes $r\langle A^\dagger OA-\tfrac12\{A^\dagger A,O\}\rangle$ to $d\langle O\rangle/dt$.

For $O=n_j$, loss gives $-\Gamma_j(1-f_j)n_j$ and gain gives $\Gamma_jf_j(1-n_j)$, where $n_j$ now also denotes the mean. Their sum is $\Gamma_j(f_j-n_j)$. For $O=c_2^\dagger c_1$, the term $A^\dagger OA$ vanishes for every jump. The anticommutator leaves $-\tfrac12O$ times the rate, for gain and loss alike. Bath $j$ therefore damps the coherence at $\Gamma_j/2$, whatever $f_j$ is.

The Hamiltonian part is $-i[h,G]$, where $h$ has diagonal entries $e_1,e_2$ and off-diagonal entries $g$. With $\delta=e_1-e_2$ and $\gamma=(\Gamma_1+\Gamma_2)/2$,

$$\dot n_1=\Gamma_1(f_1-n_1)-J,\qquad \dot n_2=\Gamma_2(f_2-n_2)+J,$$

$$J=2g\,\mathrm{Im}\,G_{12},\qquad \dot G_{12}=-(\gamma+i\delta)G_{12}+ig(n_1-n_2).$$

In the steady state the last equation gives

$$G_{12}=\frac{ig(n_1-n_2)}{\gamma+i\delta}
=\frac{g(n_1-n_2)(\delta+i\gamma)}{\gamma^2+\delta^2}.$$

Its imaginary part gives

$$J=W(n_1-n_2),\qquad W=\frac{2g^2\gamma}{\gamma^2+\delta^2}.$$

The site balances give $n_1=f_1-J/\Gamma_1$ and $n_2=f_2+J/\Gamma_2$. Inserting them,

$$\frac JW=f_1-f_2-\frac J{\Gamma_1}-\frac J{\Gamma_2},$$

$$J=K(f_1-f_2),\qquad \frac1K=\frac1W+\frac1{\Gamma_1}+\frac1{\Gamma_2}.$$

The bond and the two contacts act as resistors in series.

**Q:** But I set $\mu_1=\mu_2$ and $T_1=T_2$. Surely $f_1=f_2$?

**A:** The Fermi functions are the same, but you evaluated them at different energies. At finite temperature, $e_1\ne e_2$ gives $f_1\ne f_2$, and a steady current flows from the lower level to the higher one. With nonzero $g$ and $\Gamma_j$, it vanishes only for aligned levels. As $T\to0$ it also disappears if both levels lie on the same side of $\mu$, because both occupations then tend to 0 or both to 1.

**Q:** Is it large enough to notice?

**A:** Take $e_1=-20$, $e_2=20$, $g=10$, $\Gamma_1=6$ and $\Gamma_2=4$, all in µeV, with $\mu_1=\mu_2=0$ and $T=0.2$ K. Then $kT=17.2$ µeV, $f_1=0.7614$ and $f_2=0.2386$. Since $\gamma=5$ µeV,

$$W=\frac{2(10)^2(5)}{5^2+40^2}=0.6154\ \text{µeV},$$

$$K=\left(\frac1{0.6154}+\frac16+\frac14\right)^{-1}=0.4898\ \text{µeV},$$

$$J=0.4898\,(0.7614-0.2386)=0.2561\ \text{µeV}.$$

One µeV of rate corresponds to $243.4$ pA, so this is $62.3$ pA. The occupations are $n_1=0.719$ and $n_2=0.303$: each site is pulled away from its own bath's value by the current.

The closed formula was tested against steady states of the full four-state Lindblad equation for eight random sets of levels, couplings, temperatures and chemical potentials. The largest difference was about $2\times10^{-15}$ µeV.

**Q:** Perhaps it is a harmless circulation. Does it break a law of thermodynamics, or just look odd?

**A:** Put a load on it. Keep the temperatures equal and raise $\mu_2$ above $\mu_1$. The current from 1 to 2 continues until $f_1=f_2$, which means

$$e_1-\mu_1=e_2-\mu_2,\qquad \mu_2-\mu_1=e_2-e_1 .$$

The stopping bias is therefore 40 µeV, or 40 µV. Below it, electrons are pumped from the lower chemical potential to the higher one. In the bath occupations, detuning has counterfeited a bias.

To find who pays, define the energy entering from bath $j$ as $I_{E,j}=\mathrm{Tr}(H\mathcal D_j\rho)$, where $\mathcal D_j$ is that bath's dissipator. The tunnelling energy is $2g\,\mathrm{Re}\,G_{12}$ and bath 1 damps it at $\Gamma_1/2$, so

$$I_{E,1}=e_1J-\Gamma_1g\,\mathrm{Re}\,G_{12}.$$

The solution for $G_{12}$ has $\mathrm{Re}\,G_{12}=(\delta/\gamma)\,\mathrm{Im}\,G_{12}=\delta J/(2g\gamma)$. Using $2\gamma=\Gamma_1+\Gamma_2$,

$$I_{E,1}=J\left[e_1-\frac{\Gamma_1(e_1-e_2)}{\Gamma_1+\Gamma_2}\right]
=\frac{\Gamma_2e_1+\Gamma_1e_2}{\Gamma_1+\Gamma_2}\,J .$$

In the steady state $I_{E,2}=-I_{E,1}$. The heat drawn from each lead is its energy flow minus $\mu_j$ times its particle flow. The particle flows are $J$ and $-J$, hence

$$Q_1+Q_2=-\mu_1J+\mu_2J=(\mu_2-\mu_1)J .$$

For $0<\mu_2-\mu_1<e_2-e_1$ this is positive. Heat taken from reservoirs at a single temperature becomes electrical work with no other change, which the second law forbids. At $\mu_2-\mu_1=20$ µeV, with $\mu_1=-10$ and $\mu_2=10$ µeV, the model pumps 33.65 pA uphill. The power is $33.65\ \text{pA}\times20\ \text{µV}=673$ aW, all drawn as heat from the leads.

**Q:** And with no load?

**A:** Energy still flows between equal reservoirs. In the example each transferred electron carries $[4(-20)+6(20)]/10=4$ µeV, giving 249 aW from lead 1 to lead 2. The total entropy production is then zero, because the temperatures are equal and the two heats cancel. The steady flow is nevertheless not an equilibrium state.

**Q:** Each bath has the right ratio of gain to loss. Which step in my argument fails?

**A:** The ratio is right for an electron of energy $e_j$. Once $g\ne0$, an electron on site $j$ does not have a definite energy. To see the consequence, derive the noise from real leads.

Let site $j$ couple with amplitudes $v_k$ to lead modes $b_k$ of energy $\omega_k$. Then $i\dot b_k=\omega_kb_k+v_kc_j$, so

$$b_k(t)=e^{-i\omega_kt}b_k(0)-iv_k\int_0^t ds\,e^{-i\omega_k(t-s)}c_j(s).$$

Insert this in the equation for $c_j$. For a wide, flat band, $2\pi\sum_kv_k^2\delta(E-\omega_k)=\Gamma_j$. The memory kernel becomes $\Gamma_j\delta(t-s)$, and half of the delta function lies inside the integral. The result is

$$i\dot c_j=\sum_l\left(h-\tfrac i2\Gamma\right)_{jl}c_l+\xi_j,\qquad
\xi_j=\sum_kv_kb_k(0)e^{-i\omega_kt},$$

where $\Gamma$ is the diagonal matrix of the two rates. If the leads start thermal, their noise is

$$\langle\xi_j^\dagger(t')\xi_j(t)\rangle=\Gamma_j\int\frac{dE}{2\pi}f_j(E)e^{-iE(t-t')}.$$

After the initial state has decayed, each noise component $E$ produces a response $G^r(E)\xi$, with $G^r(E)=(E-h+i\Gamma/2)^{-1}$. Therefore

$$G=\int\frac{dE}{2\pi}\,G^r(E)\,\Gamma f(E)\,G^r(E)^\dagger ,$$

where $f(E)$ is the diagonal matrix of the two Fermi functions.

**Q:** Where is my Lindblad equation in this?

**A:** Replace $f_j(E)$ by the constant $f_j(e_j)$. The noise becomes white. With $h_e=h-i\Gamma/2$ and $F=\Gamma f$, the same expression in time is

$$G=\int_0^\infty dt\,e^{-ih_et}Fe^{ih_e^\dagger t}.$$

The time derivative of the integrand is $-ih_e(\cdots)+i(\cdots)h_e^\dagger$, and the integrand falls from $F$ to zero. Integrating gives $-ih_eG+iGh_e^\dagger=-F$, or

$$-i[h,G]-\tfrac12\{\Gamma,G\}+\Gamma f=0 .$$

This is your steady equation. The transport matrices agree; the noise spectrum differs.

**Q:** Can you show that in the current itself?

**A:** Yes. With $D=(E-e_1+i\Gamma_1/2)(E-e_2+i\Gamma_2/2)-g^2$, inverting the two-by-two matrix gives

$$G^r_{11}=\frac{E-e_2+i\Gamma_2/2}{D},\quad
G^r_{22}=\frac{E-e_1+i\Gamma_1/2}{D},\quad
G^r_{12}=G^r_{21}=\frac gD .$$

Put these into $J=2g\,\mathrm{Im}\,G_{12}$. Lead 1 enters with weight

$$2g\Gamma_1\mathrm{Im}(G^r_{11}G^{r*}_{21})
=\frac{2g^2\Gamma_1(\Gamma_2/2)}{|D|^2}
=\frac{\Gamma_1\Gamma_2g^2}{|D|^2}\equiv\mathcal T(E).$$

Lead 2 enters with $2g\Gamma_2\mathrm{Im}(G^r_{12}G^{r*}_{22})=-\mathcal T(E)$; the complex conjugate supplies the minus sign. Thus

$$J_{\rm leads}=\int\frac{dE}{2\pi}\mathcal T(E)[f_1(E)-f_2(E)],$$

$$J_{\rm local}=\int\frac{dE}{2\pi}\mathcal T(E)[f_1(e_1)-f_2(e_2)].$$

The first is the Landauer formula, and equal reservoirs give zero at every energy. The local model has the right transmission but freezes the two occupations at different energies. Comparing the second line with $J=K(f_1-f_2)$ also shows that $\int\mathcal T\,dE/2\pi=K$.

**Q:** That still assumes an idealized band. Does a purely Hamiltonian calculation agree?

**A:** Give each site an explicit lead of 800 levels spanning $\pm600$ µeV, start with empty dots and thermal leads, and evolve unitarily for 1.97 ns. At equal chemical potentials the current is zero to the printed 0.0001 pA. With $\mu_1=10$ and $\mu_2=-10$ µeV it is 24.11 pA, against 24.08 pA from the Landauer integral. The difference comes from the finite band: doubling the band at the same level spacing gives 24.09 pA. The local Lindblad model gives 83.64 pA at that bias.

**Q:** My coupling is meant to be weak. The false current is of order $g^2$, so can I not discard it as a higher-order error?

**A:** For detuned levels, the true current is also of order $g^2$. Let $g$ and both $\Gamma_j$ shrink together, holding the detuning, temperature and bias fixed. For the false current at zero bias, $W\to(\Gamma_1+\Gamma_2)g^2/\delta^2$, which is much smaller than $\Gamma_j$, so $K\to W$.

For the true current, near $E=e_1$ we have $|D|^2\simeq\delta^2[(E-e_1)^2+\Gamma_1^2/4]$. Since

$$\int\frac{dE}{2\pi}\frac{\Gamma_1}{(E-e_1)^2+\Gamma_1^2/4}=1,$$

this peak has weight $\Gamma_2g^2/\delta^2$. The peak at $e_2$ likewise has weight $\Gamma_1g^2/\delta^2$. With $\Delta f(E)=f_1(E)-f_2(E)$ taken at the applied bias,

$$\frac{J_{\rm false}}{J_{\rm true}}\to
\frac{(\Gamma_1+\Gamma_2)[f(e_1)-f(e_2)]}
{\Gamma_2\Delta f(e_1)+\Gamma_1\Delta f(e_2)} .$$

Here $f$ in the numerator is the common zero-bias Fermi function. For a true bias of 20 µeV the limit is 2.494. Scaling $g$ and $\Gamma_j$ by 1, 0.1 and 0.01 gives 2.589, 2.488 and 2.493. The error does not become small relative to the signal.

**Q:** Then heat the device until both levels have nearly the same occupation.

**A:** In the example, heating from 0.2 K to 2 K lowers the false current from 62.3 to 6.9 pA, but the true current at 20 µeV bias also falls, from 24.1 to 3.4 pA. If both levels lie on the same side of $\mu$, heating a cold device can even raise the false current at first, because it vanishes as $T\to0$. When $kT$ is much larger than all the relevant energies, measured from the chemical potentials, a Fermi function has slope close to $-1/(4kT)$. The false current becomes $K(e_2-e_1)/(4kT)$ and the true one $K(\mu_1-\mu_2)/(4kT)$. Their ratio is detuning divided by bias, here $40/20=2$. At 2 K the calculated ratio is 2.007. The false current is negligible in this regime only if the detuning is small compared with the bias.

**Q:** Is the local equation ever right, then?

**A:** It gives the right current when each lead's occupation is constant across the energies that transmit. Large bias does this: lead 1 is full there and lead 2 is empty. At a bias of 1000 µeV, placed symmetrically about the levels, the local and Landauer currents are both 119.22 pA.

It can also describe a different machine. Let each site collide with a stream of fresh modes of energy $e_j$ and occupation $f_j$, each for a short time $\tau$ with coupling $\sqrt{\Gamma_j/\tau}$. The exchange amplitude is $\sqrt{\Gamma_j\tau}$ and the exchange probability $\Gamma_j\tau$. The site amplitude that remains is $1-\Gamma_j\tau/2$. As $\tau\to0$ these are precisely your gain, loss and dephasing rates.

**Q:** But that machine has the same current. Why is it allowed?

**A:** Something must switch the collisions on and off. Stream 1 loses energy $e_1J$, stream 2 gains $e_2J$, and the dots' energy is steady. The switching agent therefore supplies $P=(e_2-e_1)J$. At zero bias this is $40\ \text{µV}\times62.33\ \text{pA}=2493$ aW. A direct collision calculation gives 62.35 pA and 2494 aW.

The heat drawn from the streams is now $(e_1-\mu_1)J$ and $-(e_2-\mu_2)J$. At a common temperature the entropy production is

$$\dot S=\frac JT\,[(e_2-\mu_2)-(e_1-\mu_1)]\ge0,$$

because at a common temperature $J\propto f_1-f_2$ always has the same sign as the bracket. In the loaded case, the agent supplies $40\times33.65=1346$ aW, of which 673 aW leaves as electrical work and the rest as heat. The second law holds for a driven device. It fails if you use the equation for an undriven one and leave out this work.

**Q:** I want the undriven device and would still like a Lindblad equation. What should I change?

**A:** If the eigenmodes are well separated and their broadening is small compared with $kT$, let the baths act on them. Mode $k$ has energy $E_k$ and weight $u_{jk}^2$ on site $j$. Bath $j$ fills and empties it with total rate $\Gamma_{jk}=\Gamma_ju_{jk}^2$ and occupation $f_j(E_k)$. Equal reservoirs then ask for the same occupation of each mode, so the Gibbs state is stationary. Out of equilibrium each mode is two contacts in series:

$$J_{\rm sec}=\sum_k\frac{\Gamma_{1k}\Gamma_{2k}}{\Gamma_{1k}+\Gamma_{2k}}
[f_1(E_k)-f_2(E_k)].$$

The splitting here is $\sqrt{40^2+4(10)^2}=44.7$ µeV, well above the 5 µeV mean broadening. At 20 µeV bias and 0.2 K this secular model gives 23.58 pA, about 2% below the Landauer value. Separation alone is not enough. On cooling, the current is carried by the broadened tails of the modes, which sharp-mode rates leave out: at 0.05 K the secular model gives 6.4 pA against 15.1 pA, and at 0.02 K it gives 0.09 pA against 9.07 pA.

**Q:** So eigenmode baths are the safe choice?

**A:** Safe at equilibrium, but they can badly overestimate transport. Align the levels and set $g=0.5$ µeV, so that the splitting is 1 µeV. Each mode has half its weight on each site and contributes $3\times2/(3+2)=1.2$ µeV at large bias. The total, 2.4 µeV or 584 pA, does not depend on $g$. Yet the electron must cross a weak bond, and the Landauer current is 23.4 pA. The secular equation has discarded coherence between modes that broadening does not allow you to separate.

**Q:** Could I keep local jumps but evaluate both occupations at one common energy?

**A:** That removes the false current, since equal reservoirs then give $f_1=f_2$. It needs $kT$ well above the detuning, coupling and broadening to be a good thermal approximation. With the midpoint energy and 20 µeV bias, it gives 33.65 pA at 0.2 K, 40% above Landauer. At 2 K it gives 3.458 pA against 3.443 pA.

Zero current also does not prove thermal equilibrium. For aligned levels, your local equation gives $n_1=n_2=f$ and $G_{12}=0$. The Gibbs state of the coupled pair has coherence, because its two eigenmodes are unequally occupied. For noninteracting electrons and wide-band leads, the energy-resolved Landauer formula avoids these compromises.

**Q:** What do these numbers mean for a real device?

**A:** The parameters are rough values for a gate-defined double quantum dot, whose lead couplings can also be made much weaker than these. An important omission is Coulomb repulsion. Allowing spin but at most one electron in the pair, with the same kind of local baths, gives a false current of 40 pA, against 62 pA for the spinless pair and 125 pA for two spins without repulsion. Adding local phonon relaxation at a rough $10^8$ per second leaves it at 40 pA; rates of $10^9$ and $10^{10}$ per second lower it to 37 and 30 pA. Charge dephasing works the other way: a coherence decay rate of $10^9$ per second raises it to 49 pA. For a rough interdot charging energy of 200 µeV, the Boltzmann factor is about $10^{-5}$. Lifetime broadening matters more: a level lying $\Delta$ far above $\mu$ has an occupation of about $\Gamma/(2\pi\Delta)$, here roughly 0.4% for one spinless level. With spin included, the probability of one electron on each dot is about 0.55% to second order in the lead coupling. That is still small enough to exclude this state as an approximation. Two electrons on the same dot are closer together and repel more strongly, so that state is excluded too. For a rough orbital spacing of 1 meV the Boltzmann factor is negligible and the broadening estimate gives about 0.1%, so higher orbitals stay nearly empty. The mean broadening is $0.29\,kT$, so treating the levels as sharp is only approximate. None of these currents predicts a measurement at equal reservoirs: they measure the fault in the bath model, which survives strong repulsion.

**Q:** So before trusting a model, I should set all reservoirs equal and see whether the current vanishes?

**A:** Do that with the levels detuned, since alignment hides this fault. If the broadening is small compared with $kT$, also check that the grand-canonical Gibbs state $e^{-(H-\mu N)/kT}$, with $N=n_1+n_2$ and tunnelling included in $H$, is stationary. With stronger lead coupling, the pair's true equilibrium state differs from that Gibbs state. Finally compare a biased case with an energy-resolved calculation, because the secular model passes both equilibrium checks and can still give the wrong current.

## Computed results

```
level energies e1, e2: -20, 20 micro-eV
tunnel coupling g: 10 micro-eV
hbar*Gamma1, hbar*Gamma2: 6, 4 micro-eV
temperature: 0.2 K; kT: 17.235 micro-eV
current per micro-eV of rate: 243.41 pA
bath occupations f1, f2: 0.7614, 0.2386
steady occupations n1, n2: 0.7187, 0.3026
hbar*W: 0.6154 micro-eV
series conductance (hbar*rate): 0.4898 micro-eV
false hbar*J at equal T, mu: 0.2561 micro-eV
false current at equal T, mu: 62.33 pA
energy carried per electron, equal mu: 4.00 micro-eV
false energy flow, equal mu: 249.3 aW
largest formula error, 8 random cases: 2.3e-15 micro-eV
stopping bias mu2-mu1: 40.000 micro-eV
uphill current at mu2-mu1 = 20 micro-eV: 33.65 pA
power extracted there: 673.0 aW
net heat taken from leads there: 673.0 aW
finite leads: 800 levels each, half-band 600 micro-eV
finite leads, evolution time: 1.97 ns
finite leads, equal mu: |current| = 0.0000 pA
finite leads, mu1-mu2 = 20 micro-eV: 24.11 pA
Landauer, same bias: 24.08 pA
local Lindblad, same bias: 83.64 pA
secular Lindblad, same bias: 23.58 pA
common-energy Lindblad, same bias: 33.65 pA
bias 1000 micro-eV, local: 119.22 pA
bias 1000 micro-eV, Landauer: 119.22 pA
false/true current, g and Gamma times 1: 2.589
false/true current, g and Gamma times 0.1: 2.488
false/true current, g and Gamma times 0.01: 2.493
weak-coupling limit of that ratio: 2.494
false/true current at 2.0 K: 2.007
common-energy at 2.0 K, bias 20: 3.458 pA
Landauer at 2.0 K, bias 20: 3.443 pA
collision model current: 62.35 pA
collision switching power: 2493.9 aW
(e2-e1)*J: 2493.3 aW
aligned levels, g = 0.5 micro-eV, bias 1000 micro-eV:
  secular: 584.19 pA
  Landauer: 23.37 pA
false current with spin and blockade: 40.25 pA
rough phonon rate (input): 1e+08 per s
false current, blockade and phonons: 39.89 pA
rough interdot charging (input): 200 micro-eV
  Boltzmann factor: 9.1e-06
rough orbital spacing (input): 1000 micro-eV
  Boltzmann factor: 6.3e-26
broadening, mean hbar*Gamma/kT: 0.290
```
